# Why depolarisation grows quadratically with thickness in a non-uniform retarder

**Question**

I am stuck on an exercise about a stretched polymer film measured with a Mueller polarimeter. The slow axis is the same everywhere, but the birefringence varies across the illuminated spot with a Gaussian distribution. I am to average the Mueller matrix and show that, in its matrix logarithm, the mean retardance grows linearly with thickness while the depolarising terms grow quadratically.

The linear part seems natural. The quadratic part does not: if I double the film, I expect to multiply the matrix by itself, which doubles the whole logarithm, depolarisation included. Where does the square come from? And why does my numerical logarithm return a negative retardance for the thicker films?

**Answer**

Doubling the film squares the Mueller matrix *at each point of the spot*. It does not square the *average* matrix, because the average of a square is not the square of an average. The calculation shows what this does to the logarithm.

**Assumptions and conventions**

Let the film have thickness \(d\) and birefringence \(\Delta n\), with mean \(b\) and standard deviation \(\sigma\) across the spot. At each lateral point \(\Delta n\) is constant through the depth; this assumption carries the result, and I relax it below. The detector collects all the transmitted light, so the Stokes parameters from different points add. Absorption and diattenuation are left out; internal reflections are considered at the end. (Uniform absorption would only add a multiple of the identity to the logarithm, and dividing the Mueller matrix by its top-left element removes it.)

With \(k=2\pi/\lambda\), the local retardance is \(\delta=k\,\Delta n\,d\). It is Gaussian, with mean and standard deviation

\[
\delta_0=kbd,\qquad s=k\sigma d .
\]

Fields vary as \(e^{i(kz-\omega t)}\), and \(S_1=|E_x|^2-|E_y|^2\), \(S_2+iS_3=2E_x^*E_y\).

**One point of the film**

Put \(x\) along the slow axis. Apart from a common phase, \(E_x\to e^{i\delta/2}E_x\) and \(E_y\to e^{-i\delta/2}E_y\). The intensities are unchanged, so \(S_0\) and \(S_1\) are unchanged, while

\[
S_2+iS_3\;\to\;e^{-i\delta}(S_2+iS_3).
\]

Taking real and imaginary parts,

\[
S_2'=\cos\delta\,S_2+\sin\delta\,S_3,\qquad
S_3'=-\sin\delta\,S_2+\cos\delta\,S_3 .
\]

To allow any slow-axis angle \(\theta\), define the Stokes-space axis \(\mathbf a=(\cos2\theta,\sin2\theta,0)\), the matrix \(K\) by \(K\mathbf v=\mathbf a\times\mathbf v\), and the projector \(P=I-\mathbf a\mathbf a^T\). For \(\theta=0\), \(K\) sends \((S_1,S_2,S_3)\) to \((0,-S_3,S_2)\), so the lower \(3\times3\) block of the Mueller matrix is

\[
m(\delta)=\mathbf a\mathbf a^T+\cos\delta\,P-\sin\delta\,K .
\]

Turning the film rotates Stokes space by \(2\theta\) about the \(S_3\) axis and carries \(\mathbf a\), \(P\) and \(K\) with it, so this form holds for every \(\theta\).

**The average**

We need \(\langle e^{-i\delta}\rangle\). Write \(\delta=\delta_0+sx\) with \(x\) a standard normal variable, and complete the square:

\[
-\frac{x^2}{2}-isx=-\frac{(x+is)^2}{2}-\frac{s^2}{2}.
\]

The integrand is analytic and decays at both ends, so the contour can be shifted by \(is\) and the remaining Gaussian integrates to one:

\[
\langle e^{-i\delta}\rangle=e^{-i\delta_0-s^2/2}.
\]

Its real and imaginary parts give \(\langle\cos\delta\rangle=e^{-s^2/2}\cos\delta_0\) and \(\langle\sin\delta\rangle=e^{-s^2/2}\sin\delta_0\). Therefore

\[
\langle m\rangle=\mathbf a\mathbf a^T+e^{-s^2/2}\left(\cos\delta_0\,P-\sin\delta_0\,K\right).
\]

**The logarithm**

Two cross products with a unit vector give \(K^2=-P\), and \(PK=KP=K\) because \(K\) acts only in the plane perpendicular to \(\mathbf a\). Summing the even and odd powers of the exponential series separately,

\[
e^{-\delta_0K}=\mathbf a\mathbf a^T+\cos\delta_0\,P-\sin\delta_0\,K .
\]

Since \(P^2=P\), we also have \(e^{-s^2P/2}=\mathbf a\mathbf a^T+e^{-s^2/2}P\). The two exponents commute, so the exponential of their sum is the product of these two matrices, which is \(\langle m\rangle\). Hence

\[
L=\ln\langle M\rangle=0\oplus\left[-\delta_0K-\frac{s^2}{2}P\right].
\]

To separate the two kinds of term, use \(G=\mathrm{diag}(1,-1,-1,-1)\). The non-depolarising part is \((L-GL^TG)/2\) and the depolarising part is \((L+GL^TG)/2\). For a matrix of the form \(0\oplus l\) these are the antisymmetric and symmetric parts of \(l\). Since \(K\) is antisymmetric and \(P\) symmetric,

\[
\text{retardance}=\delta_0=kb\,d,\qquad
\alpha=\frac{s^2}{2}=\frac{k^2\sigma^2}{2}\,d^2 .
\]

The coefficient \(\alpha\) appears twice, once for each direction perpendicular to \(\mathbf a\). Along \(\mathbf a\) there is no depolarisation, because light polarised along the slow or fast axis is unaffected by the value of \(\delta\).

**What went wrong with the doubling argument**

Suppose the film were \(N\) layers of thickness \(d/N\) with *independent* birefringences. Then the average of the product would be the product of the averages, and

\[
\alpha_N=N\cdot\frac12\left(\frac{s}{N}\right)^2=\frac{s^2}{2N}.
\]

At fixed layer thickness \(N\propto d\), so this is linear in \(d\), as you expected. In your film the layers are not independent: a point with high birefringence has it at every depth. Phase errors add in step, their spread grows as \(d\), and \(\alpha\) is half the square of that spread.

The same thing appears in the local rate. The matrices \(L(d)\) at different thicknesses commute, so

\[
\frac{d\langle M\rangle}{dd}\langle M\rangle^{-1}=\frac{dL}{dd}=0\oplus\left[-kbK-k^2\sigma^2d\,P\right].
\]

The depolarisation rate is itself proportional to the thickness already crossed.

**Between the two laws**

Let the birefringence fluctuations be jointly Gaussian, with covariance \(\sigma^2e^{-|z-z'|/\ell}\) through the depth. Then \(\alpha\) is half the variance of \(k\int_0^d\Delta n\,dz\). Collecting pairs of depths with separation \(u\),

\[
\alpha=k^2\sigma^2\int_0^d(d-u)e^{-u/\ell}du
=k^2\sigma^2\ell^2\left(y-1+e^{-y}\right),\qquad y=\frac d\ell .
\]

For \(y\ll1\) the bracket is \(y^2/2-y^3/6+\dots\), so \(\alpha\approx\tfrac12k^2\sigma^2d^2(1-y/3)\), which is quadratic. For \(y\gg1\), \(\alpha\approx k^2\sigma^2\ell(d-\ell)\), which tends to a linear law. With \(\ell=5\) µm, the growth exponent between 80 and 100 µm is 1.06.

**Numbers**

Take \(\lambda=633\) nm, \(b=0.005\) and \(\sigma=0.0003\). At 100 µm the path difference is \(bd=500\) nm, so

\[
\delta_0=2\pi\,\frac{500}{633}=4.963\ \text{rad},\qquad
s=\frac{\sigma}{b}\,\delta_0=0.06\times4.963=0.298\ \text{rad},
\]

and \(\alpha=s^2/2=0.0443\). Light whose Stokes vector is perpendicular to \(\mathbf a\) keeps a fraction \(e^{-\alpha}=0.957\) of its polarisation. At 20 µm the retardance is 0.993 rad and \(\alpha=0.00177\). Five times the thickness gives five times the retardance and 25 times the depolarisation.

These values also come out of a direct numerical average of the local Mueller matrices followed by a matrix logarithm; the numerical output lists all five thicknesses.

**Your negative retardance**

The principal logarithm returns angles between \(-\pi\) and \(\pi\). At 80 µm the retardance is 3.970 rad, and the logarithm reports \(3.970-2\pi=-2.313\) rad. In this fixed-axis model the depolarising part is unaffected. To recover the straight line, start with a film thin enough that its retardance is below \(\pi\), and follow the retardance through a series of thicknesses in which each step adds less than \(\pi\). Here the 20 µm film has 0.993 rad, and each further 20 µm adds the same amount. At \(\delta_0=\pi\) the two branches are equally good and the sign is ambiguous.

Once \(\delta_0\) is unfolded, a single film gives the relative spread, \(\sigma/b=\sqrt{2\alpha}/\delta_0\), provided the birefringence is constant through the depth and nothing else depolarises. If it varies through the depth, the same formula gives the relative spread of the depth-averaged birefringence. That is smaller than the local spread when the mean is the same at every depth and the fluctuations decorrelate through the depth, as in the exponential model above, but it need not be smaller when the mean itself changes with depth. For the 60 µm film with birefringence constant through the depth, the formula gives \(\sqrt{2\times0.01596}/2.978=0.060\).

**If the distribution is not Gaussian**

If the cumulants \(\kappa_n\) of \(\delta\) are finite, then for small \(s\)

\[
\ln\langle e^{-i\delta}\rangle=-i\kappa_1-\frac{\kappa_2}{2}+\frac{i\kappa_3}{6}+\frac{\kappa_4}{24}+\dots
\]

so the retardance is \(\kappa_1-\kappa_3/6+\dots\) and \(\alpha=\kappa_2/2-\kappa_4/24+\dots\). Because \(\delta\propto d\), \(\kappa_n\propto d^n\). Skewness therefore adds a cubic term to the retardance, and the fourth cumulant adds a quartic term to \(\alpha\). The quadratic law is then a leading-order statement for small \(s\), and so is the linear law unless the distribution is symmetric, in which case the odd cumulants beyond the mean vanish and the retardance stays linear. A flat distribution with the same \(\sigma\) raises \(\alpha\) at 100 µm by 0.9%.

**How this compares with a real film**

The mean birefringence and thicknesses are illustrative; they give path differences from 100 to 500 nm, or 0.16 to 0.79 of a wavelength. The 6% spread is deliberately large; I would expect a good optical-grade film to be more uniform. Since \(\alpha\propto\sigma^2\), a 1% spread would make \(\alpha\) 36 times smaller, about 0.0012 at 100 µm. The assumption I would trust least is constancy through the depth. A correlation length of 1000 µm lowers \(\alpha\) at 100 µm by only 3%, but one of 5 µm multiplies it by \(2(y-1+e^{-y})/y^2\approx0.095\) with \(y=20\), leaving about 0.004 for the 6% spread.

Other neglected effects also matter. The percentages below are relative to the model's \(\alpha\), for the 6% spread.

- *Thickness and wavelength spread.* A 1% thickness spread that is independent of the birefringence adds 2.8%, since \((0.01/0.06)^2=0.028\). If the two are correlated, the change can be much larger and of either sign: a correlation coefficient of \(-0.5\) lowers \(\alpha\) by 14%. A source with a Gaussian spectrum 10 nm wide (full width at half maximum), and with birefringence falling as \(\lambda^{-0.2}\), adds 1.8%. If every film has the same relative thickness spread and the same correlation, these percentages are the same at 20 and 100 µm, so these effects also grow quadratically, and a thickness series cannot separate them from birefringence spread. A roughness of fixed size in micrometres, independent of the birefringence, would instead add a constant to \(\alpha\), which a series can separate.

- *Axis wander.* If the axis angle varies by a small \(\varphi\), the element of \(m\) along the mean axis becomes \(1-(1-\cos\delta)\sin^22\varphi\). This gives a depolarising term of about \(4\langle\varphi^2\rangle(1-\cos\delta_0)\) along \(\mathbf a\), where the fixed-axis model has none. For 0.5° of wander it is 7.8% of \(\alpha\) at 20 µm and 0.5% at 100 µm. The mean of the two transverse terms rises by about half as much (3.9% at 20 µm). The two terms also split by about \(\pm2\langle\varphi^2\rangle(1-\cos\delta_0)\,\delta_0/\sin\delta_0\), which depends on the branch chosen for \(\delta_0\) and grows large near \(\delta_0=\pi\). At 60 µm they move by \(-33\%\) and \(+37\%\) of \(\alpha\), so \(\alpha\) should be taken from their mean.

- *Internal reflections.* Light reflected twice inside the film crosses it three times. With interference fringes averaged out by the source bandwidth, it has relative weight \(R^2\) and retardance \(3\delta\), which for small \(s\) changes \(\alpha\) by about \(R^2(1-\cos2\delta_0)\). For a bare film in air, \(R=5.2\%\) and the change at 20 µm is 0.0038, more than twice the \(\alpha\) being sought. At 100 µm this estimate gives 11%, and the full average over the spread gives 10%. With a monochromatic source and a film of uniform thickness the fringes are not averaged out and the estimate does not apply. In index-matching liquid between windows whose outer faces reflect 0.5%, it drops to 2% at 20 µm and 0.1% at 100 µm, neglecting the weak reflections at the film–liquid faces.

Finally, treating each point as its own retarder requires lateral variations much wider than the diffraction length \(\sqrt{\lambda d/n}\), where \(n\) is the mean refractive index. For \(n=1.59\) and \(d=100\) µm this is 6.3 µm.

## Numbers as computed

```
wavelength = 633 nm
mean birefringence b = 0.0050 (dimensionless)
birefringence spread sigma = 0.0003 (dimensionless)
slow-axis angle = 25.0 deg
d (um) | principal ret. (rad) | unwrapped ret. (rad) | alpha (1) | surviving polarisation (1)
20 | 0.9926 | 0.9926 | 0.001773 | 0.99823
40 | 1.9852 | 1.9852 | 0.007094 | 0.99293
60 | 2.9778 | 2.9778 | 0.015961 | 0.98417
80 | -2.3128 | 3.9704 | 0.028376 | 0.97202
100 | -1.3202 | 4.9630 | 0.044337 | 0.95663
retardance at 100 um = 500.0 nm
phase spread s at 100 um = 0.2978 rad
growth exponent of retardance = 1.000000
growth exponent of depolarisation = 2.000000
recovered b = 0.005000 (dimensionless)
recovered sigma/b from 60 um film alone = 0.06000
recovered sigma = 0.000300 (dimensionless)
local depolarisation rate at 60 um = 5.320e-04 per um
short depth correlation length = 5 um
depolarisation exponent, 80 to 100 um, short correlation = 1.0594
assumed thickness spread = 1.0 percent
assumed bandwidth (full width, half maximum) = 10 nm
assumed birefringence dispersion exponent = -0.2
assumed axis wander = 0.5 deg
assumed film index = 1.59
bare-face reflectance = 5.19 percent
assumed coated-face reflectance = 0.50 percent
assumed long depth correlation length = 1000 um
neglected effect | change of alpha at 20 um | percent of alpha | change at 100 um | percent of alpha
thickness spread | 4.94e-05 | 2.79 | 1.24e-03 | 2.79
source bandwidth | 3.23e-05 | 1.82 | 8.06e-04 | 1.82
axis wander, across axis | 6.89e-05 | 3.89 | 1.13e-04 | 0.25
axis wander, along axis | 1.38e-04 | 7.80 | 2.32e-04 | 0.52
reflections, coated windows | 3.49e-05 | 1.97 | 4.04e-05 | 0.09
reflections, bare film in air | 3.77e-03 | 212.45 | 4.35e-03 | 9.82
finite depth correlation | -1.18e-05 | -0.66 | -1.44e-03 | -3.25
flat distribution | 6.29e-07 | 0.04 | 4.00e-04 | 0.90
bare-film fringe contrast factor at 20 um = 1.3e-04
diffraction length at 100 um = 6.31 um
```
